# Coincidence-site lattice of cubic grains rotated by 36.87 degrees about [001]

## Problem

Two grains of a metal have the same cubic lattice with cube edge $a$. The second lattice is obtained from the first, $L$, by a rotation $R$ through $\theta=2\arctan(1/3)$ about [001], which rounds to 36.87°. The two lattices, continued through all space, share at least one point on the rotation axis, which is taken as the origin.

The points common to both form the coincidence-site lattice $C=L\cap RL$. The number $\Sigma$ is the ratio of the number of points of $L$ to the number of points of $C$ in a large volume, or equally the ratio of their primitive-cell volumes.

1. Show that $\Sigma=5$ for the simple cubic lattice, and find a basis of $C$.
2. Show that the result also holds for face-centred (fcc) and body-centred (bcc) cubic lattices.
3. For copper, with the rough value $a=0.36$ nm, find the repeat cell of the (310) boundary between the grains. Estimate how far from the origin the coincidence survives a small error of angle or a small difference of strain.

## Hints

**Hint 1.** Find $\cos\theta$ and $\sin\theta$ as fractions from $\tan(\theta/2)$.

**Hint 2.** A point $\mathbf r$ of $L$ is common if $R^{-1}\mathbf r$ is also a point of $L$. Write this as conditions on integers.

**Hint 3.** You obtain two divisibility conditions. Ask whether they are independent.

**Hint 4.** For fcc and bcc, use coordinates in units of $a/2$ and follow which of them are even and which are odd.

## Full solution

### The rotation matrix

With $t=\tan(\theta/2)=1/3$, the half-angle formulas give

$$\cos\theta=\frac{1-t^2}{1+t^2}=\frac{8/9}{10/9}=\frac45,\qquad
\sin\theta=\frac{2t}{1+t^2}=\frac{2/3}{10/9}=\frac35 .$$

For a counterclockwise rotation seen from the tip of [001],

$$R=\frac15\begin{pmatrix}4&-3&0\\3&4&0\\0&0&5\end{pmatrix},\qquad
R^{-1}=R^{T}=\frac15\begin{pmatrix}4&3&0\\-3&4&0\\0&0&5\end{pmatrix}.$$

### The condition for a common point

Let $\mathbf r=a(x,y,z)$ with integers $x,y,z$. It belongs to $RL$ if it is the rotated image of some lattice point, and that point must be

$$R^{-1}\mathbf r=a\left(\frac{4x+3y}{5},\ \frac{-3x+4y}{5},\ z\right).$$

The third coordinate is already an integer. The first two are integers if

$$4x+3y\equiv0,\qquad -3x+4y\equiv0\pmod 5 .$$

Multiply the first condition by 4. Since $16\equiv1$ and $12\equiv2$, it becomes $x+2y\equiv0$. The step can be reversed: multiplying by 4 again restores the original condition, because $4\cdot4\equiv1$. In the second condition $-3\equiv2$, so it reads $2x+4y=2(x+2y)\equiv0$. The factor 2 can be removed by multiplying by 3, since $2\cdot3\equiv1$. Both conditions are therefore the same one:

$$x+2y\equiv0\pmod5. \tag{1}$$

For example, $(1,0,0)$ goes back to $(0.8,-0.6,0)$, which is not a lattice point. The points $(2,-1,0)$ and $(1,2,0)$ go back to $(1,-2,0)$ and $(2,1,0)$, so both are common.

### Counting the common points

Give each point of $L$ the label $f=x+2y$ modulo 5. Labels add when vectors add, so sums and differences of points with label 0 again have label 0. The common points thus form a lattice.

The points $a(j,0,0)$ with $j=0,1,2,3,4$ show that all five labels occur. If a point has label $j$, subtracting $a(j,0,0)$ gives a point with label 0. Each of the five classes is therefore a shifted copy of $C$, and all have the same density. One fifth of the points of $L$ are common, so

$$\Sigma=5 .$$

If the two conditions had been independent, only one point in 25 would have been common.

### A basis and a check by volume

Take $\mathbf c_1=a(2,-1,0)$, $\mathbf c_2=a(1,2,0)$ and $\mathbf c_3=a(0,0,1)$. Their labels are $0$, $5\equiv0$ and $0$, so they lie in $C$. To see that they generate all of $C$, solve $m(2,-1)+n(1,2)=(x,y)$:

$$m=\frac{2x-y}{5},\qquad n=\frac{x+2y}{5}.$$

By (1), $n$ is an integer. Also $2x-y=2(x+2y)-5y$ is divisible by 5, so $m$ is an integer. The cell volume is

$$a^3\,[\,2\cdot2-(-1)\cdot1\,]=5a^3,$$

five times the primitive volume $a^3$ of the simple cubic lattice.

### Face-centred and body-centred lattices

Now write $\mathbf r=\tfrac a2(x,y,z)$. The fcc points are those with $x+y+z$ even. The bcc points are those with $x,y,z$ all even or all odd. Let $R^{-1}\mathbf r=\tfrac a2(x',y',z')$, so that

$$5x'=4x+3y,\qquad 5y'=-3x+4y,\qquad z'=z .$$

As before, $x'$ and $y'$ are integers if and only if (1) holds. The new point must also obey the parity rule of the lattice. Because 5 is odd, $5x'$ has the parity of $x'$. Even terms do not affect parity, so $x'$ has the parity of $3y$, which is that of $y$. Likewise $y'$ has the parity of $x$. The rotation back merely exchanges the parities of the first two coordinates, which preserves both the fcc and the bcc rule. Condition (1) is again the whole condition.

All five labels still occur. For fcc, the vector $\tfrac a2(1,0,1)$ has label 1, and its multiples give every label. For bcc, $\tfrac a2(1,1,1)$ has label 3, and its multiples have labels $0,3,1,4,2$. The counting argument then gives $\Sigma=5$ in both cases.

For fcc, a basis of $C$ is $\tfrac a2(3,1,0)$, $\tfrac a2(1,-3,0)$ and $\tfrac a2(2,-1,1)$. Each vector is an fcc vector with label 0. The determinant of the integer coordinates is $3(-3)-1\cdot1=-10$, so the cell volume is $10(a/2)^3=5a^3/4$. This is five times the fcc primitive volume $a^3/4$, the volume that $C$ must have. The vectors therefore generate all of $C$ and not a sparser part of it.

A direct geometric search, which rotates the lattice and looks for overlapping points without using (1), agrees. In a box of $65\times65\times1$ cubic cells it finds 3380 common points among 16900 fcc points, a ratio of 5.

### The (310) boundary in copper

For $a=0.36$ nm the fcc primitive volume is $0.36^3/4=0.01166$ nm³, and that of the coincidence lattice is $5\times0.01166=0.0583$ nm³.

The value of $\Sigma$ does not select a boundary plane. Choose the plane through the origin with normal [310] in the first grain. In the axes of the second grain the normal is $R^{-1}(3,1,0)=(3,-1,0)$, so both grains meet the boundary with a plane of the same type.

Sites of the first grain in this plane satisfy $3x+y=0$, or $y=-3x$. Their label is $x-6x=-5x\equiv0$, so every one of them is common. The fcc rule requires $x-3x+z=-2x+z$ to be even, hence $z$ is even. The in-plane sites form a rectangular net with periods

$$\frac a2\sqrt{1^2+3^2}=\frac{\sqrt{10}}2a=0.569\ \text{nm},\qquad a=0.360\ \text{nm},$$

and area $0.205$ nm². Translation by either period leaves both ideal half-crystals unchanged. A calculation of electron transmission can therefore use this lateral cell, provided that relaxation keeps the same periods. The transmission itself depends on the atomic positions and the electronic states, and $\Sigma$ alone does not give it.

The rigid model cannot supply those positions. Keep the first grain on and above the plane and the second below it. The site $\tfrac a2(0,1,1)$ of the first grain lies $a/(2\sqrt{10})$ above the plane. Rotating the same coordinates gives the second-grain site $\tfrac a2(-\tfrac35,\tfrac45,1)$, equally far below. The two differ by $\tfrac a2(\tfrac35,\tfrac15,0)$, whose length is

$$\frac a2\,\frac{\sqrt{10}}5=\frac a{\sqrt{10}}=0.114\ \text{nm}.$$

This is 0.447 of the nearest-neighbour distance $a/\sqrt2=0.255$ nm. Atoms so close must move apart or be removed, or the grains must shift relative to each other. A shift within the boundary plane alone raises the closest distance only to about three quarters of the nearest-neighbour distance, so the grains must also separate along the normal, or atoms must be removed or relax. A rigid shift may remove the common points themselves, but it does not change the translation vectors that the two lattices share, and $\Sigma$ can still be defined by those.

### How exact must the orientation be?

If the angle is wrong by $\delta$, a formerly common point at distance $D$ from the rotation axis is missed by the chord

$$s=2D\sin(\delta/2).$$

As a chosen measure, allow a miss of one tenth of the nearest-neighbour distance, $s=0.0255$ nm.

- For $\delta=1^\circ$, $D=s/[2\sin(0.5^\circ)]=1.46$ nm.
- Using 36.87° in place of 36.869898° gives $\delta=1.02\times10^{-4}$ degrees and $D=1.4\times10^4$ nm, or about 14 µm. The rounded angle is thus adequate for naming the boundary, although near this angle the exact $\Sigma=5$ coincidence requires $\cos\theta=4/5$.
- If instead the angle is exact but all lengths in one grain are 0.10% larger than in the other, with the origin kept common, a formerly common point at distance $r$ from the origin is missed by $0.001r$. This reaches the allowed miss at $r=25$ nm.

A uniform strain that deforms both lattices by the same map in space does no harm, since it carries each common point to a common point. Equal thermal expansion of the two cubic grains, which is the same in all directions, is such a strain. A strain that is equal only when measured along each grain's own cube axes is in general a different map for each grain, and it can destroy the coincidence.

In narrow copper interconnects, with grains and line widths of roughly tens of nanometres, boundaries have many orientations besides this one. Even near the ideal angle, an error of 1° separates the formerly common points by more than the allowed miss beyond about 1.5 nm from the axis, much less than a grain width. Farther out, other pairs of sites come close to each other, and patches of good fit recur. The vector $\tfrac a2(\tfrac35,\tfrac15,0)$ found above is the difference $\mathbf p-\mathbf q$ of a site $\mathbf p$ of $L$ and a site $\mathbf q$ of $RL$. Shifting $RL$ by it gives $RL+\mathbf p$, whose points common with $L$ are $C+\mathbf p$, so the whole coincidence pattern is restored. The angle error displaces the lattices locally by about $D\delta$, and this reaches the length $a/\sqrt{10}$ at $D\approx0.114/0.01745=6.5$ nm. For 1° the rigid lattices therefore show patches about 1.5 nm in radius and about 6.5 nm apart, each with one site in five matched within the allowed miss, or about 3% of all sites on average. For the 0.10% strain difference the spacing is about 114 nm. Of the original common points, however, only those on the rotation axis still coincide exactly. In the box used above, which is one cell high, the strict count then falls from 3380 common points to one, the origin. Calling such a boundary "$\Sigma5$" means that it is near the ideal orientation, not that one site in five still coincides across the grain. These distances refer to rigid lattices. A relaxed boundary can gather the misfit into dislocations and keep a structure close to the ideal one between them, which this model does not describe. The strain difference of 0.10% is a chosen illustration, not a measured value for a particular line.

## Variation 1: a rotation of 53.13° in the opposite sense

**Question.** What is $\Sigma$ for a clockwise rotation by 53.13°, more precisely $90^\circ-\theta$?

**Solution.** Write $R(\alpha)$ for a counterclockwise rotation by $\alpha$. A quarter turn about [001] maps a cubic lattice onto itself, so

$$R(\theta-90^\circ)L=R(\theta)R(-90^\circ)L=R(\theta)L .$$

The second lattice is the same set of points as before, and $\Sigma=5$. The same pair of cubic lattices is therefore described by several rotations, and its misorientation angle is unique only after a convention has selected one of them.

## Variation 2: another angle

**Question.** Find $\Sigma$ for a simple cubic lattice rotated by $2\arctan(1/5)=22.62^\circ$ about [001]. Does fcc differ?

**Solution.** With $t=1/5$,

$$\cos\theta=\frac{24/25}{26/25}=\frac{12}{13},\qquad \sin\theta=\frac{2/5}{26/25}=\frac5{13}.$$

A common point must satisfy $12x+5y\equiv0$ and $-5x+12y\equiv0$ modulo 13. Since $12\equiv-1$, these read $-x+5y\equiv0$ and $-5x-y\equiv0$. Multiplying the first by 5 gives $-5x+25y\equiv-5x-y$, because $25\equiv-1$. This is the second condition, and 5 is invertible modulo 13, so only one condition remains. The label $-x+5y$ takes all 13 values as $x$ varies, and $\Sigma=13$.

For fcc, 13 is odd, and the parities of $x$ and $y$ are again exchanged. Multiples of $\tfrac a2(1,0,1)$ give all 13 labels, so the result is the same. The geometric search for fcc also gives 13, as the numerical output shows.

## Computed results

```
exact angle = 36.869898 degrees
cos(theta) = 0.8000, sin(theta) = 0.6000
inverse rotation of [1, 0, 0]: (0.80, -0.60, 0.00) in units of a
inverse rotation of [2, -1, 0]: (1.00, -2.00, 0.00) in units of a
inverse rotation of [1, 2, 0]: (2.00, 1.00, 0.00) in units of a
counting box = 65 x 65 x 1 cubic cells
sc: lattice points 4225, common 845, sigma = 5.000, volume ratio = 5.000
fcc: lattice points 16900, common 3380, sigma = 5.000, volume ratio = 5.000
bcc: lattice points 8450, common 1690, sigma = 5.000, volume ratio = 5.000
equivalent opposite angle = 53.1301 degrees
control at 22.6199 degrees: sigma = 13.000
common points in box with 1 degree error = 1
common points in box with strain difference = 1
sigma with strain shared by both grains = 5.000
copper: rough lattice parameter a = 0.36 nm
nearest-neighbour distance = 0.2546 nm
fcc primitive cell volume = 0.01166 nm^3
coincidence primitive cell volume = 0.05832 nm^3
(310) boundary period across axis = 0.5692 nm
(310) boundary period along axis = 0.3600 nm
(310) boundary repeat area = 0.2049 nm^2
closest approach in rigid (310) bicrystal = 0.1138 nm
closest approach / nearest-neighbour distance = 0.447
allowed miss, one tenth of neighbour distance = 0.02546 nm
rounding error of 36.87 degrees = 1.024e-04 degrees
distance for allowed miss, rounding error = 1.425e+04 nm
distance for allowed miss, 1 degree error = 1.459 nm
strain difference between grains = 0.10 %
distance for allowed miss, strain difference = 25.46 nm
```
